# Why nanometres of substrate etching can release an adhering particle

**Question.** A particle 200 nm in diameter sits on a flat substrate in a dilute electrolyte. Both surfaces carry charge of the same sign, yet the particle stays. An etchant that removes a few nanometres of substrate can set it free. Why is so small a depth enough, and what fixes it?

**Answer.**

### Two forces with different ranges

Van der Waals attraction between a sphere and a flat wall grows as the inverse square of the gap $h$. Double-layer repulsion between surfaces that keep their potential varies on the scale of the Debye length $1/\kappa$, which is about 10 nm in a 1 mmol/L salt solution. In the example below, the attraction at contact is much the larger. When the gap opens from a few tenths of a nanometre to a few nanometres, the attraction collapses while the repulsion hardly changes. The separation $h^*$ at which they balance is the threshold for release.

Etching must actually open this gap, and a freely resting particle prevents that by following the receding surface. Its speed follows from the liquid squeezed out beneath it. Let $R$ be the sphere radius, $\eta$ the viscosity, $v$ the approach speed and $g\simeq h+r^2/2R$ the local gap at distance $r$ from the axis. The liquid displaced inside radius $r$ leaves as pressure-driven flow in a slit:

$$\pi r^2v=2\pi r\,\frac{g^3}{12\eta}\left(-\frac{dp}{dr}\right)\quad\Rightarrow\quad \frac{dp}{dr}=-\frac{6\eta r v}{g^3}.$$

Since $r\,dr=R\,dg$, the pressure is $p=3\eta Rv/g^2$. Its integral over the area is the drag,

$$2\pi R\int_h^\infty p\,dg=\frac{6\pi\eta R^2v}{h}.$$

A net attraction $|F|$ therefore closes the gap at speed $v=h|F|/(6\pi\eta R^2)$. In the example below this is millimetres per second at contact, against an etch rate of 1 nm per minute.

In a liquid at rest, with only these two forces acting, release thus needs a residual support. I assume that the etchant attacks the exposed surface first and leaves a narrow stump that holds the particle while its surroundings recede. I also assume that the stump gives way by thinning from the sides; if it shortened from the top, the particle would ride down with it. Once the stump fails, the gap is the contact gap $h_0$ plus the etched depth. If it exceeds $h^*$, the particle is pushed away; if not, it falls back. The required depth is $h^*-h_0$. The stump's own attraction is neglected, which requires the stump to be almost gone: in the example below, a stump of 0.6 nm radius, still at the contact gap, pulls about as hard as the largest net repulsion.

### The repulsion

Consider first two parallel plates with gap $h$ in a 1:1 electrolyte with $n$ ions of each sign per volume. For potentials $\phi$ small against $kT/e$, the Poisson–Boltzmann equation becomes

$$\phi''=\kappa^2\phi,\qquad \kappa^2=\frac{2ne^2}{\varepsilon kT},$$

where $\varepsilon$ is the permittivity. With $z$ measured from the midplane, $\phi=\phi_m\cosh\kappa z$. Write $x=\kappa h$. Gauss's law gives the surface charge density $\sigma=\varepsilon\kappa\phi_m\sinh(x/2)$.

An isolated surface has potential $\psi$ and charge density $\varepsilon\kappa\psi$. As the plates approach, the surface may exchange ions with the solution. To linear order,

$$\sigma=\varepsilon\kappa\left[\psi-c(\phi_s-\psi)\right],\qquad \phi_s=\phi_m\cosh(x/2).$$

Here $c=0$ means constant charge and $c\to\infty$ constant potential. Equating the two expressions for $\sigma$ gives

$$\phi_m=\frac{(1+c)\psi}{\sinh(x/2)+c\cosh(x/2)}=\frac{2\psi}{e^{x/2}+s\,e^{-x/2}},\qquad s=\frac{c-1}{c+1}.$$

The second form follows on writing the hyperbolic functions as exponentials and dividing by $(1+c)/2$. The parameter $s$ runs from $-1$ (constant charge) to $+1$ (constant potential).

At the midplane the field vanishes, so the pressure is the osmotic excess of the ions:

$$P=2nkT\left(\cosh\frac{e\phi_m}{kT}-1\right)\simeq\frac{ne^2\phi_m^2}{kT}=\frac{\varepsilon\kappa^2\phi_m^2}{2}=\frac{2\varepsilon\kappa^2\psi^2e^x}{(e^x+s)^2}.$$

Because the derivative of $1/(e^x+s)$ is $-e^x/(e^x+s)^2$, the energy per area is

$$W=\int_h^\infty P\,dh'=\frac{2\varepsilon\kappa\psi^2}{e^x+s}.$$

For a sphere with $h$ and $1/\kappa$ small against $R$, treat each ring as a piece of parallel plate. With $r\,dr=R\,dg$ again,

$$F_{\rm rep}=\int P(g)\,2\pi r\,dr=2\pi RW=\frac{4\pi R\varepsilon\kappa\psi^2}{e^x+s}.$$

### The attraction

Let atoms attract pairwise with energy $-C/\rho^6$ at distance $\rho$, without retardation, and let the two solids have atomic densities $n_1,n_2$. An atom at height $z$ above a half-space has energy

$$-n_1C\int_z^\infty d\zeta\int_0^\infty\frac{2\pi r\,dr}{(\zeta^2+r^2)^3}=-n_1C\int_z^\infty\frac{\pi}{2\zeta^4}\,d\zeta=-\frac{\pi n_1C}{6z^3}.$$

The force on it is $\pi n_1C/(2z^4)$. Summing over a column of the second solid that starts at height $g$ gives the pressure $\pi n_1n_2C/(6g^3)=A/(6\pi g^3)$, with Hamaker constant $A=\pi^2n_1n_2C$. In the liquid, $A$ is taken as an effective positive constant. The same ring sum yields

$$F_{\rm att}=2\pi R\int_h^\infty\frac{A}{6\pi g^3}\,dg=\frac{AR}{6h^2}.$$

### The crossing

Setting $F_{\rm att}=F_{\rm rep}$, the radius cancels. Solving for $h^2$ and multiplying by $\kappa^2$,

$$x^2=\beta\,(e^x+s),\qquad \beta=\frac{A\kappa}{24\pi\varepsilon\psi^2}.$$

The net force is repulsive where $f(x)=x^2/(e^x+s)$ exceeds $\beta$. This function starts from zero, has one maximum and decays. Setting its derivative to zero gives $2(e^x+s)=xe^x$, or $(x-2)e^x=2s$. For $s=1$ the maximum lies at $x=2.218$ with $f=0.483$.

If $\beta$ is below the maximum, there are two roots. At the smaller one, $h^*$, attraction gives way to repulsion as the gap grows; at the larger one, weak attraction returns. If $\beta$ is above the maximum, attraction prevails at every gap and undercutting does not produce repulsion.

A larger $s$ lowers $f$ and moves the smaller root outward. Constant potential therefore demands the largest etch depth in this family, and it is the cautious choice as long as the two surfaces have equal potentials. For $s=1$ and small $\beta$, expand $e^x$:

$$x^2\simeq\beta(2+x).$$

The leading root is $\sqrt{2\beta}$. Inserting $x=\sqrt{2\beta}+\delta$ gives $2\sqrt{2\beta}\,\delta\simeq\beta\sqrt{2\beta}$, so $\delta=\beta/2$ and

$$h^*\simeq\frac{1}{\kappa}\left(\sqrt{2\beta}+\frac{\beta}{2}\right),\qquad \frac{\sqrt{2\beta}}{\kappa}=\sqrt{\frac{A}{12\pi\varepsilon\kappa\psi^2}}.$$

The threshold is thus a small fraction $\sqrt{2\beta}$ of the Debye length.

### The number

Take the round model parameters $R=100$ nm, $A=10^{-20}$ J, $\psi=30$ mV, 1 mmol/L salt, relative permittivity 78.5, temperature 298.15 K, viscosity 1 mPa s and $h_0=0.3$ nm. Then $1/\kappa=9.62$ nm and $\beta=0.02204$. The two-term estimate is

$$h^*\simeq9.62\ \text{nm}\times(0.2100+0.0110)=2.13\ \text{nm}.$$

The full equation gives $x=0.2227$, hence $h^*=2.14$ nm. The required depth is $2.14-0.30=1.84$ nm, or 35 bohr.

The forces show why. From 0.3 nm to 2.14 nm the attraction falls from 1852 to 36 pN, while the repulsion falls from 40 to 36 pN. At 4 nm the repulsion, 32 pN, is about three times the attraction, 10 pN.

At $h_0$ the net attraction is 1812 pN, and the drag formula gives a return speed of 2.9 mm/s, about $1.7\times10^8$ times the etch rate. Continuum flow is doubtful at such a gap, but the conclusion that the particle follows the surface has a very wide margin.

### How firm the threshold is

**Surface chemistry.** With $s=0$ the crossing moves to 1.55 nm. With constant charge, $x^2=\beta(e^x-1)\simeq\beta x$ gives $x\simeq\beta$, and the full root is 0.21 nm. This last value is only formal, because linear theory fails there: at a gap of 0.3 nm it would put the midplane potential near 2 V. The full Poisson–Boltzmann equation, with the charge of an isolated surface at 30 mV held fixed, gives a crossing near 1.0 nm. The particle is then still held at contact, but a smaller depth frees it.

**Approximations.** Nonlinear Poisson–Boltzmann theory at constant potential gives 2.12 nm. Summing over the true sphere shape, still with the parallel-plate pressure on each ring for the repulsion, gives 2.28 nm for $R=100$ nm and 2.15 nm for $R=1000$ nm. The shift in this sum arises because the true ring element is $r\,dr=(R+h-g)\,dg$, which gives distant rings less weight. The repulsion draws on gaps up to about $1/\kappa$ and loses more than the attraction, which is concentrated within about $h$. The curvature of the double layer itself is left out of this sum and enters at the same order $1/(\kappa R)$, so 2.28 nm is not a corrected threshold. Solving the linear equation around the true sphere at constant potential gives 2.14 nm for $R=100$ nm: here the two corrections nearly cancel.

**A flattened contact.** A facet of radius $a$ leaves the ring sum outside it unchanged and adds $\pi a^2$ times the net pressure. At $h^*$ the two energies per area have equal size $W$. The attractive pressure is $2W/h$, while the repulsive one is $\kappa We^x/(e^x+1)<\kappa W$. For $x<2$ the facet therefore adds attraction. With $a=5$ nm the threshold rises to 2.26 nm. Radius independence thus belongs to the undeformed sphere at leading order.

**Salt and potential.** At fixed $\psi$, adding salt at first brings the crossing closer: 3.71 nm at 0.1 mmol/L, 1.28 nm at 10 mmol/L and 0.83 nm at 100 mmol/L. A thinner double layer holds more charge at the same potential, so the repulsion near contact, proportional to $\kappa\psi^2$, is stronger. But its range shrinks too. At a given gap the repulsion varies as $\kappa/(e^x+1)$, which grows with $\kappa$ only while $(x-1)e^x<1$, or $x<1.28$. A crossing at $x=1.28$ belongs to $\beta=x^2/(e^x+1)\simeq0.356$. Since $\beta\propto\kappa$ grows as the square root of concentration, this is reached at about 260 mmol/L; beyond that the crossing moves outward again. The repulsive window closes at $(0.4828/0.02204)^2\simeq480$ times the original salt, or 480 mmol/L. Linear theory with a fixed $\psi$ makes this an estimate. At 1 mmol/L the window also closes if the potential drops below $30\ \text{mV}\times\sqrt{0.02204/0.4828}\simeq6.4$ mV, because $\beta\propto1/\psi^2$.

**Thermal motion.** Integrating the net force for $s=1$ gives the energy

$$V=4\pi R\varepsilon\psi^2\ln(1+e^{-x})-\frac{AR}{6h},$$

which has its maximum at $h^*$. Near the top, $V\simeq V(h^*)-\tfrac12K(h-h^*)^2$ with $K=-V''(h^*)$. The energy is $kT/2$ below the top at a distance $\sqrt{kT/K}=0.36$ nm. Over a few such distances, chance helps decide the outcome. For diffusion with the drag above, the probability $p(h)$ of reaching 20 nm before falling back to $h_0$ obeys $p'\propto e^{V/kT}/h$. It is about one half at $h^*$, 0.9 at an etch depth of 2.4 nm and 0.99 at 2.9 nm. A dependable process therefore etches about 1 nm deeper than 1.84 nm.

Without thermal kicks, a particle released at $0.9h^*$ returns to contact in about 4 µs, and one released at $1.1h^*$ reaches 20 nm in a few tens of microseconds. Once outside, it faces a barrier of roughly 90 $kT$ against return. The formula for $V$ also gives an outer minimum near 77 nm, about 0.5 $kT$ deep. The gap there is no longer small against $R$, and the true sphere shape reduces the depth to about 0.1 $kT$. Either way, this minimum does not hold the particle against thermal motion.

The calculation assumes smooth surfaces with equal potentials, and no chemical bonds or hydration forces once the support has gone. It also takes the stump as given rather than deriving it, ignores flow and agitation, and uses model values of salt and potential; a real etchant sets its own ionic strength and surface potentials, and those of the liquid present when the support fails are the ones that count. Where these matter, the depth must be found anew. Unequal potentials can matter a great deal: with the surfaces held at 40 and 20 mV, linear theory for the same salt and Hamaker constant moves the crossing to about 3.6 nm. The numerical output below lists most of the values used here.

## Calculated quantities

```
Sphere radius R = 100 nm
Hamaker constant A = 1.0e-20 J
Surface potential psi = 30 mV
Salt concentration = 1.0 mmol/L
Relative permittivity = 78.5
Temperature = 298.15 K
Viscosity = 1.0 mPa s
Contact gap h0 = 0.30 nm
Etch rate = 1.0 nm/min
Debye length = 9.620 nm
kappa*R = 10.40 (dimensionless)
beta = 0.02204 (dimensionless)
x at crossing, constant potential = 0.2227 (dimensionless)
Gap 0.300 nm: attraction 1851.85 pN, repulsion 40.22 pN
Gap 1.000 nm: attraction 166.67 pN, repulsion 38.74 pN
Gap 2.142 nm: attraction 36.33 pN, repulsion 36.33 pN
Gap 4.000 nm: attraction 10.42 pN, repulsion 32.48 pN
Attraction/repulsion at h0 = 46.0
Crossing h*, constant potential (s=1) = 2.142 nm
Crossing h*, s=0 = 1.548 nm
Crossing h*, constant charge (s=-1) = 0.214 nm
Leading small-beta estimate, s=1 = 2.020 nm
Two-term small-beta estimate, s=1 = 2.126 nm
Etch depth h*-h0, s=1 = 1.842 nm
Same etch depth = 34.8 bohr
Crossing, nonlinear theory = 2.122 nm
Crossing, full sphere R=100 nm = 2.275 nm
Crossing, full sphere R=1000 nm = 2.154 nm
Facet radius = 5.0 nm
Crossing with facet = 2.257 nm
Crossing at 0.1 mmol/L, s=1 = 3.706 nm
Crossing at 10.0 mmol/L, s=1 = 1.275 nm
Crossing at 100.0 mmol/L, s=1 = 0.829 nm
x at maximum, s=1 = 2.2177 (dimensionless)
Largest beta with a crossing, s=1 = 0.4828 (dimensionless)
Critical salt concentration, s=1 = 480 mmol/L
Outer force zero = 76.6 nm
Depth of outer minimum = 0.462 kT
Barrier against return = 93.8 kT
Thermal blur of threshold = 0.360 nm
Return speed at h0 = 2.883 mm/s
Return speed / etch rate = 1.73e+08
Return time from 0.9 h* to h0 = 4.42 microseconds
Escape time from 1.1 h* to 20 nm = 24.34 microseconds
```
